Contact Densities at a Charged Hard Wall and the Gouy-Chapman Test

**Q:** Gouy-Chapman theory puts each ion in an average potential and ignores correlations between ions. Close to a charged wall the ions are crowded, so I distrust its densities there. Can they be tested without solving the full many-body problem?

**A:** One combination of them can, by a balance of forces. Take hard-sphere ions of charge vᵢe in a solvent of uniform permittivity ε. A hard wall carries a smeared charge eσ per area, so σ counts elementary charges per area, with sign. The material behind it has the same permittivity, which removes image forces for now. A second hard wall, uncharged and also of permittivity ε, stands at distance L. Centres of species i are confined to aᵢ ≤ z ≤ L − aᵢ. The slab is neutral and in thermal equilibrium:

Σᵢ vᵢ ∫ρᵢ dz = −σ

Here ρᵢ(z) is the laterally averaged number density. For Nᵢ ions of species i in area A, with total energy U and configuration integral Z,

ρᵢ(z) = (Nᵢ/AZ) ∫ δ(z − z₁) exp(−U/kT) dr₁…dr_N

where ion 1 belongs to species i. Differentiate with respect to z and integrate by parts, so that the derivative acts on the Boltzmann factor:

kT dρᵢ/dz = (Nᵢ/AZ) ∫ δ(z − z₁)(−∂U/∂z₁) exp(−U/kT) dr₁…dr_N

The right side is the mean normal force density on species i. Hard cores are treated as the limit of steep smooth repulsions. An average over particle numbers leaves the relation unchanged.

**Q:** That force contains every correlation you cannot calculate.

**A:** Its integral over the slab does not. Integrate each species over its allowed range and add:

kT[Σρᵢ(L − aᵢ) − Σρᵢ(aᵢ)] = (total normal force on the ions)/A

Ion-ion forces, hard-core ones included, are equal and opposite in pairs and vanish from the total. The charged wall remains. A uniform sheet has field eσ/(2ε) on either side, and the ions carry charge −eσ per area, so the total force per area is −(eσ)²/(2ε). Therefore

Σρᵢ(aᵢ) − Σρᵢ(L − aᵢ) = (eσ)²/(2εkT) = 2πl_Bσ²

with the Bjerrum length l_B = e²/(4πεkT). Unequal aᵢ do no harm, because the sheet's field is the same at every height.

**Q:** Gauss's law gives a mean field eσ/ε at the wall, not half of it.

**A:** That is the full mean field, and half of it comes from the ions. The ions' own field cannot push the ions as a whole, so the force total contains the wall's half alone.

**Q:** You have traded one unknown contact density for another, at the far wall.

**A:** The far wall measures pressure. It is uncharged, so moving it changes no interaction energy, just the upper limits of the configuration integral. Differentiating with respect to those limits gives

∂ln Z/∂L = A Σρᵢ(L − aᵢ)

With a reservoir at fixed temperature and chemical potentials, the grand potential Ω replaces −kT ln Z:

kT Σρᵢ(L − aᵢ) = −(1/A) ∂Ω/∂L

If the charged wall is screened and L greatly exceeds the correlation length, a homogeneous bulk lies between the walls. Then Ω/A = −PL + γ₁ + γ₂, where P is the bulk osmotic pressure and the γ's are wall contributions independent of L. The far contact sum is P/kT, and

Σρᵢ(aᵢ) = P/kT + 2πl_Bσ²

This is the contact-value theorem. Multiplied by kT, it says that the impacts of the ions push on the wall with kTΣρᵢ(aᵢ), the electric attraction pulls the wall towards the solution with (eσ)²/(2ε), and the difference is P.

**Q:** I would like to see the cancellation in a case where correlations are strong.

**A:** Take one divalent cation and one monovalent anion in a laterally periodic cell of side 2 nm, with L = 3 nm, l_B = 0.7 nm and ion-ion contact distance 0.5 nm. The closest approaches to the walls differ: 0.3 nm for the cation, 0.2 nm for the anion. The ions carry net charge +1 on 4 nm², so σ = −0.25 nm⁻² and

2πl_Bσ² = 2π × 0.7 × 0.0625 = 0.274889 nm⁻³

Direct integration over the positions gives contact sums of 0.337910 nm⁻³ at the charged wall and 0.063021 nm⁻³ at the neutral one. Their difference is 0.274889 nm⁻³. The derivative of the configuration integral also gives 0.063021 nm⁻³ for the neutral wall. So small a cell has no bulk; it tests the force balance and the meaning of the far contact sum.

**Q:** What happens if the wall also repels ions by image forces?

**A:** Any further wall potential uᵢ(z) adds a force −uᵢ′ on each ion, where the prime means d/dz. If it has died out at the far wall's working distance from the charged one, the same integration gives

Σρᵢ(aᵢ) = P/kT + 2πl_Bσ² + (1/kT) Σᵢ ∫ρᵢ uᵢ′ dz

For a wall material of permittivity ε′, try an image charge Δq at the mirror point for the field in the solvent, and a charge tq at the ion's position for the field inside the wall. Continuity of potential requires (1 + Δ)/ε = t/ε′; continuity of normal displacement requires 1 − Δ = t. Eliminating t,

Δ = (ε − ε′)/(ε + ε′)

The force on the ion is Δq²/[4πε(2z)²]. Integrating it from infinity to z gives

uᵢ/kT = l_B vᵢ²Δ/(4z)

For Δ > 0 this is repulsive and uᵢ′ < 0, so the contact sum falls. With Δ = 0.9 added to the two-ion cell as this one-body potential, the integral is −0.276560 nm⁻³. The neutral-wall sum becomes 0.090482 nm⁻³, and

0.090482 + 0.274889 − 0.276560 = 0.088811 nm⁻³

which is the directly computed sum at the charged wall. Here the image term slightly outweighs the electric term, so the theorem without it would fail badly. Images of the other ion were left out of this cell.

**Q:** Now put Gouy-Chapman theory on trial. Does it satisfy the balance?

**A:** Let the ions share one closest approach and measure z from that plane. With y = eψ/kT for the mean potential ψ, the theory combines Poisson's equation with Boltzmann densities:

y″ = −4πl_B Σvᵢρᵢ
ρᵢ = ρᵢ,bulk exp(−vᵢy)

Differentiating the densities and using the first equation,

d(Σρᵢ)/dz = −y′Σvᵢρᵢ = y′y″/(4πl_B) = d/dz[y′²/(8πl_B)]

Far away y′ = 0 and the densities have their bulk values, so

Σρᵢ(z) − Σρᵢ,bulk = y′²/(8πl_B)

Integrating y″ over all z and using neutrality gives −y′(0) = 4πl_Bσ. Hence y′(0)²/(8πl_B) = 16π²l_B²σ²/(8πl_B) = 2πl_Bσ², and

Σρᵢ(0) = Σρᵢ,bulk + 2πl_Bσ²

The electric term is right. The pressure is that of an ideal gas of ions, for any mixture of valences. Mean-field theory therefore misses the true contact sum by the bulk non-ideality, Σρᵢ,bulk − P/kT.

**Q:** That may be a tiny defect or a large one.

**A:** It depends on the bulk. A model in which it is large consists of parallel sheets carrying charge ±q per area, free to move along z. Between sheets the field is nq/ε with n an integer, and its energy costs gn² per length in units of kT. The force argument applies unchanged: a wall of s charge units adds gs² to the contact sum.

When sheets are rare, the leading contribution is a single pair. With fugacity ζ for either sign, a pair at separation t has weight ζ²exp(−gt), and there are two orders:

P/kT = 2ζ² ∫₀^∞ exp(−gt) dt = 2ζ²/g

The density is ζ ∂(P/kT)/∂ζ = 4ζ²/g, so the pressure is half the ideal one.

At g = 1, ζ = 0.5 and s = 1, in reduced units, summing over all sheet orders for walls 60 apart gives a bulk density of 0.612. Integrating density/ζ over fugacity gives P/kT = 0.378. The contact sum computed at the wall is 1.378, as the theorem requires. Mean field with the same bulk density gives 1.612, which is 17 % above the correct value.

**Q:** And for a real surface in a wet process?

**A:** Consider a silica-like oxide in an aqueous polishing slurry, with rough typical values: 0.1 mol/L of 1:1 salt, −10 µC/cm², 298.15 K and relative permittivity 78. Then σ = −0.624 nm⁻², l_B = 0.7185 nm and the total bulk ion density is 0.12044 nm⁻³.

For a 1:1 salt with density ρₛ of each ion, κ² = 8πl_Bρₛ and Σρᵢ = 2ρₛ cosh y. The first integral becomes

y′² = 16πl_Bρₛ(cosh y − 1) = 32πl_Bρₛ sinh²(y/2) = 4κ² sinh²(y/2)

The decaying root is y′ = −2κ sinh(y/2). At z = 0, the plane of closest approach, it gives

sinh(y₀/2) = 2πl_Bσ/κ

Since d ln|tanh(y/4)|/dy = 1/[2 sinh(y/2)], one more integration gives

tanh(y/4) = tanh(y₀/4) exp(−κz)

With 1/κ = 0.959 nm, sinh(y₀/2) = −2.70 and y₀ = −3.44, or −88 mV. The contact densities are ρₛexp(−y₀) = 1.877 nm⁻³ for counterions and ρₛexp(y₀) = 0.002 nm⁻³ for co-ions. Their sum agrees with

0.12044 + 1.75877 = 1.87921 nm⁻³

and a separate numerical solution of the differential equation gives the same sum.

**Q:** You still need the true bulk pressure.

**A:** I can estimate it. Give the ions a diameter d = 0.4 nm, a rough hydrated size. Around a monovalent cation, linearised theory gives y = l_B/r − B for r < d and y = C exp(−κr)/r for r > d. Matching slopes at d gives C exp(−κd) = l_B/(1 + κd). Matching values then gives

B = l_B/d − l_B/[d(1 + κd)] = l_Bκ/(1 + κd)

so the surrounding ions produce the potential −B at the central one; for an anion the sign reverses. Now charge all ions together from zero to λe. The potential becomes −λ²l_Bκ/(1 + λκd). With total density ρ, x = κd and ρl_B = κ²/(4π), the excess free energy per volume, divided by kT, is

f = −ρl_Bκ ∫₀¹ λ²/(1 + λx) dλ = −[x²/2 − x + ln(1 + x)]/(4πd³)

The pressure follows from P_el/kT = ρ ∂f/∂ρ − f. Since x grows as √ρ, ρ∂/∂ρ = (x/2)∂/∂x, and

P_el/kT = −[x³/(2(1 + x)) − x²/2 + x − ln(1 + x)]/(4πd³)

The first two terms combine to −x²/[2(1 + x)], and x²/(1 + x) = x − 1 + 1/(1 + x). Hence

P_el/kT = −[1 + x − 1/(1 + x) − 2 ln(1 + x)]/(8πd³)

For small x the bracket tends to x³/3, which recovers the point-ion limit −κ³/(24π). Here x = 0.417, and the finite size reduces that limiting value by the factor 0.587.

Hard cores add pressure. Each pair excludes a volume 4πd³/3, so to second order in density f gains ½ρ²(4πd³/3), and ρ∂f/∂ρ − f gives

P_core/kT = (2π/3)d³ρ²

In MPa the estimate is

P = 0.496 − 0.036 + 0.008 ≈ 0.47

The linearisation is strained: at ion contact the potential is l_B/[d(1 + κd)] ≈ 1.3, which is not small. I would trust the size of the correction, not its second digit.

**Q:** So how far off is Gouy-Chapman?

**A:** Its contact sum exceeds the estimated balance by about 0.007 nm⁻³ whatever the wall charge, at fixed salt. Relative to that balance the excess is roughly

6 % at zero charge
5 % at −1 µC/cm²
3 % at −3 µC/cm²
0.4 % at −10 µC/cm²

At zero charge the theory predicts a uniform density up to the wall, whereas the theorem requires the contact sum to equal P/kT. At high charge the electric term, common to both, swamps the difference.

**Q:** Then the theory is at its best at high charge, where I trusted it least?

**A:** Its contact sum is. That says little about the profile. Suppose there are monovalent counterions alone in front of one wall, so that P = 0. With σ negative, the first integral gives y′ = (8πl_Bρ)^½, and ρ′ = −y′ρ then gives

d(ρ^−½)/dz = (2πl_B)^½
ρ = 2πl_Bσ²/(1 + z/b)²,  b = 1/(2πl_B|σ|)

Now take a periodic cell of area 1/|σ| holding one ion. Its lateral copies lie at the same height and exert no normal force on it. The wall alone acts, and the normalised profile is exponential:

ρ = (|σ|/b) exp(−z/b) = 2πl_Bσ² exp(−z/b)

Both profiles carry charge |σ| per area and both have the contact density 1.759 nm⁻³ for the slurry's wall charge. Yet within b = 0.355 nm the exponential holds 63 % of the ions and the mean-field profile 50 %. Passing the contact test cannot decide between them. With salt present the theorem also leaves open how the sum divides among the species.

**Q:** Which profile is nearer the truth for the slurry?

**A:** The ratio l_B/b is the repulsion energy, in units of kT, of two ions a distance b apart, and b is the distance over which the bare wall's pull does work kT. Here it is 2.0. For point counterions alone at such a ratio, correlations draw the ions somewhat closer to the wall than mean-field theory says, but the profile remains nearer to the mean-field one: about 53 % of the ions lie within b. The exponential is the limit of large ratios. For ions of valence v the ratio becomes 2πv³l_B²|σ|, which is 16 for divalent counterions at the same wall charge. There I would not rely on the mean-field profile, although its contact sum keeps the correct electric term.

**Q:** And is the wall in the slurry really the wall of the theorem?

**A:** No, and that matters more than the bulk correction. A silica-like oxide has a lower permittivity than water, its charge sits on separate sites, and that charge responds to pH and salt. The last point is harmless if σ is the charge actually present. The first is not. With a rough oxide permittivity of 4, Δ = 0.90 and the image energy of an ion centre 0.2 nm from the surface is 0.81 kT. The laterally averaged field still supplies the Maxwell term, since it vanishes inside the oxide and equals eσ/ε at the solution side. The image integral, evaluated with unchanged Gouy-Chapman densities, adds −2.8 MPa to a contact pressure of 7.7 MPa. It ignores screening of the images and the response of the profile, so it shows the sign and the order of magnitude and is not a corrected result. It errs on the large side: for point counterions alone at this wall charge the same estimate gives −2.5 MPa, whereas including the images of all ions and letting the profile relax gives about −1.7 MPa.

Site charges on a square lattice would be 1.27 nm apart. With the solvent's permittivity on both sides, a counterion directly above one, at 0.2 nm, is bound by 1.9 kT more than by a smeared sheet. The oxide's lower permittivity strengthens this, because the image of a charge at the surface coincides with it and has the same sign. The ions' lateral arrangement then affects the normal force, and the simple electric term no longer suffices.

Two other effects look milder. Crowding alters the profile but not the theorem, which includes hard cores; the contact density times the volume of one ion is about 0.06. The wall field is 1.4 MV/cm, for which a bare water dipole has pE/kT ≈ 0.22; the field acting on a molecule in the liquid differs from this average, so that figure is a rough indicator of solvent alignment and no bound. The numerical output below gives these values in full.

**Q:** What, then, may I conclude when a computed double layer passes the contact test?

**A:** For a smooth, uniformly charged hard wall in a structureless solvent, without dielectric contrast and without any further ion-wall potential such as specific adsorption, you may conclude that its total contact density is consistent with its wall charge and bulk pressure. A failure there exposes an error in the theory, the pressure or the numerics. A pass leaves the profile and the separate ion densities to be tested by other means.

Computed results

```
TWO-ION CELL (valences +2,-1; test of the force balance)
side, length, lB, core: 2.0, 3.0, 0.7, 0.5 nm
closest approach +2, -1: 0.3, 0.2 nm
wall charge: -0.250 e/nm2
2 pi lB sigma^2: 0.274889 nm^-3
image contrast 0.0: charged-wall sum 0.337910 nm^-3
  neutral-wall sum 0.063021, from dlnZ/dL 0.063021 nm^-3
  image-force integral 0.000000 nm^-3
image contrast 0.9: charged-wall sum 0.088811 nm^-3
  neutral-wall sum 0.090482, from dlnZ/dL 0.090482 nm^-3
  image-force integral -0.276560 nm^-3
SHEET SALT (reduced units)
g 1.0, fugacity 0.5, wall charge 1, L 60.0
bulk density 0.612337, bulk P/kT 0.378489
contact sum: exact 1.378489, mean field 1.612337
SLURRY EXAMPLE (rough typical inputs)
T 298.15 K, eps_r 78.0, salt 0.1 mol/L, d 0.4 nm
wall charge -10.0 uC/cm2 = -0.6242 e/nm2
Bjerrum length 0.7185 nm, Debye length 0.9589 nm
surface potential -3.4396 kT/e = -88.4 mV
bulk total ion density 0.12044 nm^-3
GC contact: counterions 1.87728, co-ions 0.00193 nm^-3
GC contact sum 1.87921, numerical PB 1.87921 nm^-3
2:1 salt, numerical PB contact sum 1.93943 nm^-3
Maxwell term 1.75877 nm^-3 = 7.2398 MPa
ideal bulk pressure 0.4958 MPa
electrostatic correction -0.0364 MPa
hard-core correction 0.0080 MPa
estimated bulk pressure 0.4674 MPa
kappa d 0.4171, size factor s 0.5874
GC contact sum against estimated balance:
    0.0 uC/cm2: 0.12044 vs 0.11355 nm^-3, +6.07 %
   -1.0 uC/cm2: 0.13803 vs 0.13114 nm^-3, +5.25 %
   -3.0 uC/cm2: 0.27873 vs 0.27184 nm^-3, +2.53 %
  -10.0 uC/cm2: 1.87921 vs 1.87232 nm^-3, +0.37 %
COUNTERIONS ONLY, same wall charge
Gouy-Chapman length b 0.3549 nm
contact: one-ion cell 1.75877, mean field 1.75877 nm^-3
share within b: one-ion cell 0.6321, mean field 0.5000
NEGLECTED EFFECTS
ion volume fraction at contact 0.0630
coupling parameter: valence 1 2.025, valence 2 16.198
oxide eps_r 4.0, image contrast 0.9024
image energy at contact 0.811 kT (unscreened)
image term in balance -2.811 MPa (first order)
surface-charge spacing 1.266 nm
extra attraction above a surface charge 1.879 kT
wall field 1.448 MV/cm
water dipole 6.2e-30 C m (rough), pE/kT 0.218
```
